**Numerical test of the Cohen–Fano modulation and its partial waves**

The program tests $\sigma=\sigma_1[1+\sin(kR)/(kR)]/(1+S)$ for one electron on two equal centres, where $R$ is the separation, $k$ the electron momentum, $S$ the overlap and $\sigma_1$ the one-centre cross-section. It computes the velocity-form amplitudes by real-space quadrature and asserts that the parallel, perpendicular and averaged cross-sections agree with the closed forms at four momenta. It also asserts that the projections on $l=1,3,5$ follow $j_l'(kR/2)$ and $j_l(kR/2)/(kR/2)$, and that the partial-wave sums rebuild the modulation. The output puts the first averaged minimum at $kR=4.493$ and the nearby $p\sigma$ zero at $kR=4.163$, so the two are close but distinct. At order 40 they are separated by about $\pi/2$. Further assertions show that the averaged cross-section falls steadily for $k$ from 1 to 12 bohr$^{-1}$ in the example, and that the length-form result agrees with its own closed form, which differs strongly from the velocity form. A one-centre Coulomb calculation gives 0.46 to 0.76 of the plane-wave cross-section for $k$ between 2.25 and 10 bohr$^{-1}$.

## Verification by program

```python
# Result under test: photoionisation of one electron shared by two equal centres,
#   sigma = sigma_1 * (1 + sin(kR)/(kR)) / (1 + S)   (random orientation),
# and its resolution into odd partial waves about the midpoint.
# Model: gerade sum of two 1s functions, plane-wave final state, velocity form.
# R: separation, a: orbital exponent, S: overlap, I: ionisation energy,
# k: electron momentum, x = kR, z = kR/2, mu: cosine of angle(k, axis).
# "par"/"perp": polarisation along/across the axis (sigma/pi final waves).
# Hartree atomic units throughout.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn as sj, j0 as J0, j1 as J1, lpmv

R, a, I = 2.0, 1.2, 1.1
fs = const.fine_structure
eV = const.physical_constants["Hartree energy in eV"][0]
S = np.exp(-a*R)*(1 + a*R + (a*R)**2/3)
N = 1/np.sqrt(2*(1 + S))

# Real-space mesh in prolate spheroidal coordinates; the eta nodes must resolve
# phases up to k*(R/2)*31, about 170 radians at the largest k used
t, wt = np.polynomial.legendre.leggauss(160)
eta1, weta = np.polynomial.legendre.leggauss(110)
xi, eta = np.meshgrid(1 + 15*(t + 1), eta1, indexing="ij")
vol = np.outer(15*wt, weta)*(R/2)**3*(xi**2 - eta**2)*2*np.pi
ra, rb = R/2*(xi + eta), R/2*(xi - eta)
zc = R/2*xi*eta
rho = R/2*np.sqrt((xi**2 - 1)*(1 - eta**2))
fa = np.sqrt(a**3/np.pi)*np.exp(-a*ra)
fb = np.sqrt(a**3/np.pi)*np.exp(-a*rb)
psi = N*(fa + fb)
dz = -a*N*((zc + R/2)/ra*fa + (zc - R/2)/rb*fb)
drho = -a*N*rho*(fa/ra + fb/rb)
S_num = np.sum(vol*fa*fb)
assert abs(S_num - S) < 1e-10
assert abs(np.sum(vol*psi**2) - 1) < 1e-10
vol, zc, rho, psi, dz, drho = [q.ravel() for q in (vol, zc, rho, psi, dz, drho)]
mu, wmu = np.polynomial.legendre.leggauss(32)


def amplitudes(k):
    """Quadrature of <k|p_z|psi>, <k|p_x|psi>/cos(azimuth), <k|z|psi>."""
    phase = np.exp(-1j*k*np.outer(mu, zc))
    arg = k*np.outer(np.sqrt(1 - mu**2), rho)
    c = (2*np.pi)**-1.5
    b0 = phase*J0(arg)
    az = -1j*c*(b0 @ (vol*dz))
    ax = -c*((phase*J1(arg)) @ (vol*drho))
    return az, ax, c*(b0 @ (vol*zc*psi))


def omega(k):
    return k*k/2 + I


def ft(k):
    return np.sqrt(8*a**5)/np.pi/(k*k + a*a)**2


def sigma1(k):
    return 128*np.pi/3*fs*a**5*k**3/(omega(k)*(k*k + a*a)**4)


def F_iso(x):
    return 1 + sj(0, x)


def F_par(x):
    return 1 + sj(0, x) - 2*sj(2, x)


def F_perp(x):
    return 1 + sj(0, x) + sj(2, x)


def share_par(l, x):
    return 6*(2*l + 1)*sj(l, x/2, derivative=True)**2


def share_perp(l, x):
    return 3*(2*l + 1)*l*(l + 1)*(sj(l, x/2)/(x/2))**2


def share_iso(l, x):
    return 2*(l*sj(l - 1, x/2)**2 + (l + 1)*sj(l + 1, x/2)**2)


def minimum(f, lo, hi):
    return minimize_scalar(f, bounds=(lo, hi), method="bounded",
                           options={"xatol": 1e-9}).x


def zeros(f, top=20.0):
    g = np.linspace(1.0, top, 2000)
    v = f(g)
    return [brentq(f, g[i], g[i+1]) for i in range(len(g)-1) if v[i]*v[i+1] < 0]


# Modulation minima, from direct minimisation and from tan x = x
x_iso = [minimum(F_iso, (2*n-1)*np.pi, 2*n*np.pi) for n in (1, 2, 3)]
x_par = [minimum(F_par, (2*n-1)*np.pi, 2*n*np.pi) for n in (1, 2, 3)]
x_perp = minimum(F_perp, 4.0, 8.0)
for x in x_iso:
    assert abs(np.sin(x) - x*np.cos(x)) < 1e-5
z_sig = {l: zeros(lambda x, l=l: sj(l, x/2, derivative=True)) for l in range(1, 12, 2)}
z_pi = {l: zeros(lambda x, l=l: sj(l, x/2)) for l in range(1, 12, 2)}
xp = z_sig[1][0]
assert x_perp < min(v[0] for v in z_pi.values() if v)
all_zeros = np.array(sum(z_sig.values(), []) + sum(z_pi.values(), []))
gaps = [np.min(abs(all_zeros - x)) for x in x_iso]
assert gaps[0] > 0.2 and gaps[1] > 0.2

# Cross-sections and partial waves: real-space quadrature against closed forms
rows = []
worst_len = 0.0
for k in (x_iso[0]/R, 3.0, 4.0, x_iso[1]/R):
    az, ax, lz = amplitudes(k)
    pre = 4*np.pi**2*fs*k/omega(k)
    s_par = pre*2*np.pi*np.sum(wmu*abs(az)**2)
    s_perp = pre*np.pi*np.sum(wmu*abs(ax)**2)
    s_avg = (s_par + 2*s_perp)/3
    unit = sigma1(k)/(1 + S)
    x, z = k*R, k*R/2
    for got, want in ((s_par, F_par(x)), (s_perp, F_perp(x)), (s_avg, F_iso(x))):
        assert abs(got/unit - want) < 1e-6
    scale = 4*N*k*ft(k)
    for l in (1, 3, 5):
        sign = (-1)**((l - 1)//2)
        cp = np.sum(wmu*az*lpmv(0, l, mu))/scale
        cx = np.sum(wmu*ax*(-lpmv(1, l, mu)))/scale
        assert abs(cp - sign*sj(l, z, derivative=True)) < 1e-6
        assert abs(cx - sign*l*(l + 1)*sj(l, z)/z) < 1e-6
    # length form: the matrix element of z is i times the k_z-derivative
    dk = 2*N*ft(k)*(-4*k*mu/(k*k + a*a)*np.cos(z*mu) - R/2*np.sin(z*mu))
    s_len = pre*omega(k)**2*2*np.pi*np.sum(wmu*abs(lz)**2)
    s_len_closed = pre*omega(k)**2*2*np.pi*np.sum(wmu*dk**2)
    worst_len = max(worst_len, abs(s_len/s_len_closed - 1))
    assert worst_len < 1e-6, (k, worst_len)
    rows.append((k, sigma1(k), s_par, s_perp, s_avg, s_avg/unit, s_len/s_par))

# The p-sigma zero located from real-space amplitudes alone
k_zero = brentq(lambda k: np.sum(wmu*mu*amplitudes(k)[0].real), 1.75, 2.5)
assert abs(k_zero*R - xp) < 1e-5

# Partial-wave sums, and absence of zeros in each averaged share
odd = range(1, 60, 2)
for x in (1.0, 4.0, 9.0, 17.0):
    assert abs(sum(share_par(l, x) for l in odd) - F_par(x)) < 1e-10
    assert abs(sum(share_perp(l, x) for l in odd) - F_perp(x)) < 1e-10
    assert abs(sum(share_iso(l, x) for l in odd) - F_iso(x)) < 1e-10
    for l in (1, 3, 5):
        mix = (share_par(l, x) + 2*share_perp(l, x))/3
        assert abs(mix - share_iso(l, x)) < 1e-11
xg = np.linspace(1, 20, 4000)
p_low = share_iso(1, xg).min()
assert all(share_iso(l, xg).min() > 0 for l in (1, 3, 5))

# Large-x separation of the two sequences
n = 40
x_far = brentq(lambda x: sj(1, x), (2*n-1)*np.pi, (2*n-0.5)*np.pi)
p_far = 2*brentq(lambda z: sj(1, z, derivative=True), (n-0.5)*np.pi, (n+0.5)*np.pi)
assert abs((p_far - x_far)/np.pi - 0.5) < 0.02

# The cross-section itself has no minimum in this range
kg = np.linspace(1.0, 12.0, 5000)
assert np.all(np.diff(sigma1(kg)*F_iso(kg*R)) < 0)

# One-centre check of the plane wave: unit charge, exact Coulomb p wave
tr, wr = np.polynomial.legendre.leggauss(240)
r, wr = 15*(tr + 1), 15*wr
coul = []
for k in (x_iso[0]/R, 5.0, 10.0):
    F = np.array([float(mp.re(mp.coulombf(1, -1/k, k*q))) for q in r])
    ratio = (np.sum(wr*F*r*np.exp(-r))/np.sum(wr*k*r*sj(1, k*r)*r*np.exp(-r)))**2
    h = 1/k
    closed = 2*np.pi*h*(1+h*h)*np.exp(-4*h*np.arctan(k))/(1-np.exp(-2*np.pi*h))
    assert abs(ratio/closed - 1) < 1e-5
    coul.append((k, ratio))
assert coul[0][1] < coul[1][1] < coul[2][1] < 1

print(f"Inputs: R = {R} bohr, exponent a = {a} 1/bohr, I = {I} hartree")
print(f"Overlap S: closed form {S:.6f}, quadrature {S_num:.6f}")
for i in range(3):
    print(f"Averaged modulation minimum {i+1}: kR = {x_iso[i]:.4f}, "
          f"value {F_iso(x_iso[i]):.4f}, nearest wave zero off by {gaps[i]:.4f}")
for x in x_par:
    print(f"Parallel modulation minimum: kR = {x:.4f}, value {F_par(x):.4f}")
print(f"Perpendicular first minimum: kR = {x_perp:.4f}, value {F_perp(x_perp):.4f}")
for l in (1, 3, 5):
    print(f"sigma-wave zeros l={l}, kR:", " ".join(f"{v:.4f}" for v in z_sig[l]))
    print(f"pi-wave zeros l={l}, kR:", " ".join(f"{v:.4f}" for v in z_pi[l]))
print(f"p-sigma zero from real-space amplitudes: k = {k_zero:.5f} 1/bohr, "
      f"kR = {k_zero*R:.4f}")
print(f"At p-sigma zero: F_par = {F_par(xp):.4f}, l=3 part {share_par(3, xp):.4f}, "
      f"l=5 part {share_par(5, xp):.4f}")
x = x_iso[0]
print(f"At first averaged minimum: F_par = {F_par(x):.4f}, F_perp = {F_perp(x):.4f}")
for l in (1, 3, 5):
    print(f"  l={l}: parallel {share_par(l, x):.4f}, perpendicular "
          f"{share_perp(l, x):.4f}, averaged {share_iso(l, x):.4f}")
print(f"Smallest averaged l=1 share for 1<=kR<=20: {p_low:.5f}")
print(f"Order n={n}: minimum kR/pi = {x_far/np.pi:.4f}, "
      f"p-sigma zero kR/pi = {p_far/np.pi:.4f}")
k = x/R
print(f"First minimum: k = {k:.4f} 1/bohr, electron energy {k*k/2:.4f} hartree "
      f"= {k*k/2*eV:.2f} eV")
print(f"First minimum: photon energy {omega(k):.4f} hartree = {omega(k)*eV:.2f} eV")
print("Cross-sections in bohr^2, from quadrature except one-centre sigma_1:")
for k, s1, sp, sx, sa, fac, lr in rows:
    print(f"  k={k:.4f} 1/bohr: sigma_1 {s1:.4e}, par {sp:.4e}, perp {sx:.4e}, "
          f"avg {sa:.4e}")
    print(f"    avg*(1+S)/sigma_1 = {fac:.5f}; length/velocity (par) = {lr:.3f}")
print(f"Length form, largest relative deviation from closed form: {worst_len:.1e}")
print("Averaged cross-section falls steadily for k = 1 to 12 1/bohr: "
      f"{bool(np.all(np.diff(sigma1(kg)*F_iso(kg*R)) < 0))}")
for k, q in coul:
    print(f"One centre, unit charge, k={k:.4f} 1/bohr: Coulomb/plane-wave = {q:.4f}")
print("OK")
```

Printed output:

```
Inputs: R = 2.0 bohr, exponent a = 1.2 1/bohr, I = 1.1 hartree
Overlap S: closed form 0.482620, quadrature 0.482620
Averaged modulation minimum 1: kR = 4.4934, value 0.7828, nearest wave zero off by 0.3303
Averaged modulation minimum 2: kR = 10.9041, value 0.9087, nearest wave zero off by 0.9766
Averaged modulation minimum 3: kR = 17.2208, value 0.9420, nearest wave zero off by 0.0532
Parallel modulation minimum: kR = 3.8702, value 0.2539
Parallel modulation minimum: kR = 10.7130, value 0.7212
Parallel modulation minimum: kR = 17.1027, value 0.8249
Perpendicular first minimum: kR = 5.7635, value 0.9138
sigma-wave zeros l=1, kR: 4.1632 11.8807 18.4117
pi-wave zeros l=1, kR: 8.9868 15.4505
sigma-wave zeros l=3, kR: 9.0282 17.1675
pi-wave zeros l=3, kR: 13.9759
sigma-wave zeros l=5, kR: 13.5129
pi-wave zeros l=5, kR: 18.7116
p-sigma zero from real-space amplitudes: k = 2.08158 1/bohr, kR = 4.1632
At p-sigma zero: F_par = 0.2756, l=3 part 0.2722, l=5 part 0.0033
At first averaged minimum: F_par = 0.3483, F_perp = 1.0000
  l=1: parallel 0.0263, perpendicular 0.6686, averaged 0.4545
  l=3: parallel 0.3163, perpendicular 0.3274, averaged 0.3237
  l=5: parallel 0.0057, perpendicular 0.0040, averaged 0.0046
Smallest averaged l=1 share for 1<=kR<=20: 0.00167
Order n=40: minimum kR/pi = 79.4987, p-sigma zero kR/pi = 79.9899
First minimum: k = 2.2467 1/bohr, electron energy 2.5238 hartree = 68.68 eV
First minimum: photon energy 3.6238 hartree = 98.61 eV
Cross-sections in bohr^2, from quadrature except one-centre sigma_1:
  k=2.2467 1/bohr: sigma_1 4.2995e-03, par 1.0101e-03, perp 2.9000e-03, avg 2.2700e-03
    avg*(1+S)/sigma_1 = 0.78277; length/velocity (par) = 32.269
  k=3.0000 1/bohr: sigma_1 9.8783e-04, par 6.8499e-04, perp 6.1038e-04, avg 6.3525e-04
    avg*(1+S)/sigma_1 = 0.95343; length/velocity (par) = 11.323
  k=4.0000 1/bohr: sigma_1 1.8504e-04, par 1.6796e-04, perp 1.2638e-04, avg 1.4024e-04
    avg*(1+S)/sigma_1 = 1.12367; length/velocity (par) = 15.179
  k=5.4521 1/bohr: sigma_1 2.6195e-05, par 1.2828e-05, perp 1.7668e-05, avg 1.6055e-05
    avg*(1+S)/sigma_1 = 0.90867; length/velocity (par) = 42.852
Length form, largest relative deviation from closed form: 4.7e-13
Averaged cross-section falls steadily for k = 1 to 12 1/bohr: True
One centre, unit charge, k=2.2467 1/bohr: Coulomb/plane-wave = 0.4589
One centre, unit charge, k=5.0000 1/bohr: Coulomb/plane-wave = 0.6089
One centre, unit charge, k=10.0000 1/bohr: Coulomb/plane-wave = 0.7552
OK
```
